# Coalescing ideal-gas bubbles conserve surface area and absorb vacancies, part 2

Two spherical gas bubbles in a hot solid, with radii $r_1,r_2$ and gas contents $N_1,N_2$, merge into one with $N=N_1+N_2$ atoms. The model assumes an ideal gas that stays in the bubble, a constant surface energy $\gamma$, negligible outside pressure, vacancies kept at equilibrium by sources, and no elastic energy. Here $k$ is the Boltzmann constant, $T$ the fixed temperature, $\Omega$ the atomic volume of the solid and $p$ the gas pressure. A bubble has radius $r$, wall area $A$, volume $V$ and free energy $F=\gamma A+F_{\rm gas}$. With thermal wavelength $\lambda$,

$$F_{\rm gas}=-kT\ln\frac{(V/\lambda^3)^N}{N!}=NkT\left[\ln\frac{N\lambda^3}{V}-1\right].$$

Absorbing one vacancy changes the free energy by

$$\Delta F_{\rm vac}=\Omega\left(\frac{2\gamma}{r}-p\right).\tag{1}$$

Equilibrium therefore requires $p=2\gamma/r$, which gives

$$A=\frac{3NkT}{2\gamma}.\tag{4}$$

The final equilibrium radius $R$ obeys $R^2=r_1^2+r_2^2$: total area is conserved, while total volume grows from $V_{\rm before}$ to $V_{\rm after}$.

If the merged cavity first becomes round at fixed volume (the droplet rule), its radius $r_c$ obeys $r_c^3=r_1^3+r_2^3$, and its gas pressure $p_c$ exceeds the capillary pressure:

$$\frac{p_c}{2\gamma/r_c}=\frac{R^2}{r_c^2}>1.\tag{10}$$

As it grows by absorbing vacancies, the excess pressure is

$$\Delta p(r)=\frac{2\gamma R^2}{r^3}-\frac{2\gamma}{r}=\frac{2\gamma}{r}\left(\frac{R^2}{r^2}-1\right).\tag{11}$$

The example is helium in aluminium at 800 K, with $\gamma=1$ J/m², lattice parameter 0.405 nm, $\Omega=0.01661$ nm³ and $kT=0.06894$ eV. The radii are 60 and 80 nm before, $r_c=89.96$ nm just after merging, and $R=100$ nm at the end. The gas contents are $N_1=2.73\times10^6$ and $N_2=4.85\times10^6$, with initial pressures of 33.3 and 25.0 MPa. At $r_c$ the excess pressure is 5.24 MPa and the area is 19 % below its initial value. Reaching $R$ takes $6.86\times10^7$ vacancies and makes the total volume 1.374 times its initial value.

**Limit check.** For equal bubbles $r_c=2^{1/3}r$ and $R=\sqrt2\,r$. The pressure ratio in equation (10) is $2/2^{2/3}=2^{1/3}$, or 1.26.

Could the solid simply stretch to accommodate the excess pressure? Outside a spherical cavity the radial elastic displacement is $u=C/\rho^2$, where $\rho$ is the distance from the centre. It involves no change of density. The radial strain is $-2C/\rho^3$, and with shear modulus $\mu$ the radial stress is $-4\mu C/\rho^3$. If the surface stress of the solid is taken equal to $\gamma$, the radial stress at the wall is $-\Delta p$, so $C=\Delta p\,r_c^3/(4\mu)$. The relative volume opening is

$$\frac{3u}{r_c}=\frac{3\Delta p}{4\mu}.$$

With a rough $\mu=20$ GPa this is 0.02 %, compared with the required 37 %. In a real solid the surface stress can differ from the surface energy; for values between 0 and 2 N/m the relative volume change stays within about 0.1 % in magnitude, so the conclusion is the same.

Another route is to push out a disc of atoms bounded by a dislocation loop. For a loop of the bubble's radius and Burgers vector $b_d$, the pressure work is about $\pi r_c^2b_d\Delta p$. With a rough line energy of $\mu b_d^2/2$ per unit length, the cost is $\pi r_c\mu b_d^2$. Equating the two gives $\Delta p\approx\mu b_d/r_c$. With $b_d=0.405/\sqrt2=0.286$ nm, the distance between neighbouring atoms in the crystal, this is about 64 MPa. The rough line energy omits the logarithmic dependence on loop radius; including it raises the threshold to roughly 100 MPa for a loop this large. The available 5.24 MPa is far below either value. Other forms of creep are not sized; they could supply part of the volume, but the final condition $p=2\gamma/r$ would be the same as long as the bubble can still exchange vacancies with active sources.

### Entry 7. How long re-equilibration takes

Let $c_0$ be the equilibrium number of vacancies per unit volume and $D_v$ their diffusion coefficient. Assume that distant sources hold the concentration at $c_0$, and that the profile around the bubble is steady. In spherical symmetry it is

$$c(\rho)=c_0-(c_0-c_s)\frac r\rho,$$

where $c_s$ is the concentration at the wall. Its slope there is $(c_0-c_s)/r$, so the inward flux per unit area is $D_v(c_0-c_s)/r$. Each arriving vacancy adds a volume $\Omega$:

$$\frac{dr}{dt}=\frac{\Omega D_v}{r}(c_0-c_s).$$

At the wall the vacancy chemical potential, $kT\ln(c_s/c_0)$, must match the free-energy change in equation (1). Hence

$$c_s=c_0\exp\left(-\frac{\Omega\Delta p}{kT}\right).$$

Write $D=\Omega c_0D_v$ for the self-diffusion coefficient, with the correlation factor between successive atomic jumps set to one. Then

$$\frac{dr}{dt}=\frac Dr\left[1-\exp\left(-\frac{\Omega\Delta p}{kT}\right)\right].\tag{12}$$

Near the end, put $r=R+x$ with $|x|\ll R$. Differentiating equation (11) at $R$ gives

$$\left.\frac{d\Delta p}{dr}\right|_R=2\gamma\left(-\frac{3R^2}{R^4}+\frac1{R^2}\right)=-\frac{4\gamma}{R^2}.$$

Thus $\Delta p\approx-4\gamma x/R^2$. Expanding the exponential to first order,

$$\frac{dx}{dt}=-\frac{4\gamma\Omega D}{kTR^3}\,x,\qquad \tau=\frac{kTR^3}{4\gamma\Omega D}.\tag{13}$$

The minus sign confirms stability. The relaxation time increases as the cube of the final radius when the other quantities are fixed.

For a rough $D=10^{-13}$ m²/s and $kT/\Omega=665$ MPa,

$$\tau=\frac{(6.65\times10^8)(10^{-7})^3}{4(1)(10^{-13})}\ \text{s}\approx1.7\ \text{s}.$$

Integrating equation (12) from the merged radius of 89.96 nm gives 99 % of the volume gain after about 7 s. This time is counted from a cavity that is already round, so it assumes that atoms moving along the wall round the cavity much faster than vacancies enlarge it. The time also inherits the uncertainty of $D$. The final radius depends on neither.

The vacancy supply deserves a separate check. For a rough equilibrium site fraction of $10^{-4}$, the required vacancies would be all those within a sphere of radius about 1400 nm. Growth would stop well before such a region was emptied. The initial excess pressure is balanced when the vacancy concentration falls by about $5.24/665$, or 0.8 %. Full re-equilibration thus needs active sources. Without them, growth stops short of $R$: far short if the reservoir is small, and only slightly short if it is very large.

### Entry 8. The driving force when no net area is saved

Since the initial and final areas agree, surface energy cannot provide the net decrease in free energy. The gas does. In equilibrium its density is $N/V=p/kT=2\gamma/(rkT)$. The gas free energy from Entry 1 becomes

$$F_{\rm gas}=NkT\left[\ln\frac{2\gamma\lambda^3}{kT\,r}-1\right].$$

Subtract the two initial values from the final one. The terms without a radius cancel because $N=N_1+N_2$:

$$\Delta F=-kT\left[N_1\ln\frac R{r_1}+N_2\ln\frac R{r_2}\right]<0.\tag{14}$$

Both logarithms are positive. For the example,

$$\Delta F=-0.06894\left[2.731\times10^6\ln\frac{100}{60}+4.854\times10^6\ln\frac{100}{80}\right]\text{eV}=-1.71\times10^5\ \text{eV}.$$

Dividing the path into two stages shows how this comes about.

| Stage | Surface energy change (eV) | Gas free energy change (eV) |
|---|---:|---:|
| Merging at fixed volume | $-1.496\times10^5$ | $-0.048\times10^5$ |
| Growth by vacancies | $+1.496\times10^5$ | $-1.660\times10^5$ |

Merging releases surface energy. Growth costs the same amount, paid for by the expanding gas:

$$-NkT\ln\frac{V_{\rm after}}{V_{\rm before}}=-(7.585\times10^6)(0.06894)\ln(1.374)\ \text{eV}\approx-1.66\times10^5\ \text{eV}.$$

The small gas term during merging comes from the equalization of 33.3 and 25.0 MPa at fixed total volume.

**Limit check.** For equal bubbles, each containing $N/2$ atoms, equation (14) becomes $-NkT\ln\sqrt2=-\tfrac12NkT\ln2$. The initial pressures are equal, so the gas term in the merging stage vanishes and the whole net decrease equals the free energy released by expansion.

### Entry 9. Faceted bubbles

In a crystal $\gamma$ may depend on wall orientation. For a shape of linear size $L$, let the total surface energy be $F_s=aL^2$ and the volume $vL^3$. The coefficients $a$ and $v$ depend on shape but not on size. This neglects edge and corner energies, which scale more slowly than $L^2$; they matter little at tens of nanometres but can shift shape and area by a few per cent for bubbles a few nanometres across. Then

$$F(L)=aL^2-3NkT\ln L+\text{constant}.$$

Setting $dF/dL=0$ gives $2aL=3NkT/L$, so

$$F_s=aL^2=\tfrac32NkT.\tag{15}$$

The equilibrium shape minimizes surface energy at fixed volume, hence the ratio $a/v^{2/3}$. Neither $N$ nor $L$ appears in that ratio, so small and large bubbles have the same shape. Surface energy adds because $N$ adds, and area is proportional to surface energy for a fixed shape. Both are conserved.

For a sphere $a=4\pi\gamma$ with $L=r$, and equation (15) returns equation (4). A numerical minimization for rectangular boxes with a square base, top and bottom faces having 1.4 times the surface energy of the sides, and gas contents in the ratio 1 : 2, gave an area ratio of 1 to within one part in $10^5$. Recovering the common shape is sufficient for conservation of area. If $\gamma$ depends on orientation, a merged bubble stuck in another shape will in general have a different area. Conservation of surface energy requires less: equation (15) holds for any fixed shape whose size has relaxed.

### Entry 10. External pressure and excess vacancies

Let the solid be under an external pressure $P_0$, and let $S$ be the vacancy concentration divided by its equilibrium value at that pressure. Bubble growth now does work against $P_0$, while each absorbed vacancy brings a chemical potential $kT\ln S$. The balance becomes

$$p=\frac{2\gamma}{r}+h,\qquad h=P_0-\frac{kT}{\Omega}\ln S.\tag{16}$$

Multiplying by $V$ shows that the conserved gas content is proportional to $r^2+hr^3/(2\gamma)$. If $R'$ is the new final radius for the same initial radii, then to first order in $h$

$$\frac{R'^2-R^2}{R^2}\approx-\frac{hR}{2\gamma}\left(1-\frac{V_{\rm before}}{V_{\rm after}}\right),$$

where the volumes are those of the case $h=0$.

The following values come from solving the full balance, without the first-order approximation. One atmosphere changes the final area by −0.14 % relative to the initial total. A vacancy excess of 0.1 %, with no external pressure, changes it by +0.95 %. The large scale $kT/\Omega=665$ MPa makes the bubble sensitive to small departures from vacancy equilibrium.

A larger excess can remove the equilibrium altogether. For fixed gas content and $P_0=0$, growth stops where $\Delta p(r)+(kT/\Omega)\ln S=0$. Differentiating equation (11) gives the minimum of $\Delta p$:

$$2\gamma\left(-\frac{3R^2}{r^4}+\frac1{r^2}\right)=0,\qquad r=\sqrt3R,\qquad \Delta p_{\min}=-\frac{4\gamma}{3\sqrt3R}.$$

If

$$\ln S>\frac{4\gamma\Omega}{3\sqrt3RkT},\tag{17}$$

the driving pressure is positive at every radius, and growth has no stopping point in this model. Here $R$ is the radius the gas would give at $S=1$. For 100 nm the limit is an excess of 1.16 %.

### Entry 11. Dense gas and curved walls

Atoms have a finite size. For hard spheres of diameter $d$, each pair excludes a volume $v_e=4\pi d^3/3$. Placing atoms one after another multiplies the partition function by factors $V-jv_e$, with $j$ the number already present. At low density the sum of their logarithms is $N\ln V-N^2v_e/(2V)$. Its volume derivative gives

$$p=nkT(1+Bn),\qquad n=\frac NV,\qquad B=\frac{v_e}{2}=\frac{2\pi d^3}{3}.$$

To first order $n=(p/kT)(1-Bp/kT)$. With $p=2\gamma/r$, the gas content is proportional to $r^2-br$, where $b=2\gamma B/kT$. Conservation gives

$$\frac{R'^2-R^2}{R^2}\approx-\frac{b(r_1+r_2-R)}{R^2}.\tag{18}$$

For a rough $d=0.20$ nm, $b=3.03$ nm, and the estimate is $-3.03(40)/100^2=-1.21$ %. The Carnahan–Starling equation, an approximate equation of state for hard spheres at higher density, gives −1.11 % and a volume ratio of 1.351.

For radii of 3 and 4 nm, the same equation gives an area loss of 9.0 % and a volume ratio of 1.193. The ideal rule would again give 1.374, because the radius ratio is unchanged. In the limit of an incompressible filling, gas content is proportional to volume, and the droplet rule returns.

A radius-dependent surface energy $\gamma(1-2\delta/r)$ has a smaller effect. The wall energy is $4\pi\gamma(r^2-2\delta r)$, and its volume derivative is $(2\gamma/r)(1-\delta/r)$. The gas content is then proportional to $r^2-\delta r$, so $\delta$ replaces $b$ in equation (18). A rough $\delta=0.1$ nm changes the area by −0.04 %.

### Entry 12. Where the assumptions apply in implanted aluminium

Helium is nearly insoluble in aluminium, which supports the assumption of fixed gas content while bubbles stay closed. The chosen temperature is high, not far below the melting point of roughly 930 K, so vacancies are mobile. The chosen radii are large compared with the few nanometres typical of bubbles soon after implantation; for such small bubbles the dense-gas correction is needed. Vacancy equilibrium can be broken by continuing irradiation, scarce sources or too short an anneal. An excess of 0.1 % moves the example's final area by about 1 % if the initial bubbles, with the same radii, were already in equilibrium with that excess. If the gas content of the example is kept and the excess acts only on the merged bubble, the area grows by about 3.5 %. If vacancies are immobile, the cavity can remain near 90 nm, with 19 % less area than the equilibrium result. The remaining values are in the numerical output.

## Computed results

```
Temperature: 800 K
Surface energy (rough): 1 J/m2
Lattice parameter (rough): 0.405 nm
Atomic volume: 0.01661 nm3
Thermal energy kT: 0.06894 eV
Bubble 1: radius 60.00 nm, atoms 2.731e+06, p 33.33 MPa
  area 45239 nm2, volume 9.0478e+05 nm3
Bubble 2: radius 80.00 nm, atoms 4.854e+06, p 25.00 MPa
  area 80425 nm2, volume 2.1447e+06 nm3
Bubble final: radius 100.00 nm, atoms 7.585e+06, p 20.00 MPa
  area 1.2566e+05 nm2, volume 4.1888e+06 nm3
Final radius from minimization: 100 nm
Area ratio from minimization: 1
Total volume before: 3.0494e+06 nm3
Volume gain: 1.1394e+06 nm3
Volume ratio after/before: 1.374
Vacancies absorbed: 6.86e+07
Vacancies per gas atom: 9.045
Radius just after merging: 89.96 nm
Area just after merging / initial: 0.8093
Gas pressure just after merging: 27.47 MPa
Capillary pressure just after merging: 22.23 MPa
Excess pressure just after merging: 5.24 MPa
Merging: surface energy change: -1.496e+05 eV
Merging: gas free energy change: -4840 eV
Growth: surface energy change: 1.496e+05 eV
Growth: gas free energy change: -1.66e+05 eV
Total free energy change: -1.708e+05 eV
Self-diffusion coefficient (rough): 1e-13 m2/s
Relaxation time tau: 1.66 s
Time for 99 % of volume gain: 7.29 s
Faceted box: area ratio: 1
Hard-sphere diameter (rough): 0.2 nm
Length b: 3.03 nm
Hard spheres: area change: -1.11 %
Hard spheres: first-order estimate: -1.21 %
Hard spheres: volume ratio: 1.351
3 and 4 nm pair: area change: -8.97 %
3 and 4 nm pair: volume ratio: 1.193
1 atm outside: area change: -0.14 %
Pressure scale kT/omega: 665.1 MPa
S = 1.001: area change: 0.952 %
Supersaturation limit S - 1: 1.16 %
Curvature length of gamma (rough): 0.1 nm
Curved gamma: area change: -0.04 %
Shear modulus (rough): 20 GPa
Elastic opening, relative volume: 0.02 %
Loop-punching stress (rough): 64 MPa
Equilibrium vacancy fraction (rough): 0.0001
Radius of matrix holding the vacancies: 1.4e+03 nm
```
